# Ising couplings of stacked bilayers from polytype energy differences

## Result

**Theorem.** Let a crystal be a stack of identical bilayers, each described by a spin $\sigma_i=\pm1$, with energy per bilayer

$$E=E_0-\sum_{n=1}^{3}J_n c_n,\qquad c_n=\langle\sigma_i\sigma_{i+n}\rangle, \tag{1}$$

where the average runs over $i$ and each pair is counted once. Let $D_X=E(X)-E(3C)$ be the energy of polytype $X$ per bilayer relative to 3C. Then

$$J_3=\tfrac34D_{6H}-\tfrac12D_{4H}, \tag{2}$$

$$J_2=\tfrac12D_{4H}-\tfrac14D_{2H},\qquad J_1=\tfrac12D_{2H}+\tfrac12D_{4H}-\tfrac34D_{6H}. \tag{3}$$

These relations are exact within model (1). In a real crystal, some of the couplings that (1) omits enter the value that (2) returns, as shown below.

## Assumptions and conventions

Seen along the stacking axis, each bilayer occupies one of three lateral positions A, B, C, and neighbours never share a position. The step from bilayer $i$ to $i+1$ is therefore either cyclic (A→B→C→A), written $\sigma_i=+1$, or anticyclic, written $\sigma_i=-1$. The spin is thus the sense of a step, not a magnetic moment. Reversing all spins mirrors the stack and leaves (1) unchanged.

One period of each polytype reads

- 3C: $+$
- 2H: $+-$
- 4H: $++--$
- 6H: $+++---$

A run of equal spins is called a band, and the boundary between two bands a wall. A positive $J_n$ favours equal spins at distance $n$.

The normalization matters. Energies per atom in a compound with two atoms per bilayer must be doubled before use. If each pair were counted from both ends, every $J_n$ would be half the value given here.

## Lemma 1: the correlations

**Lemma 1.** The values of $(c_1,c_2,c_3)$ are $(1,1,1)$ for 3C, $(-1,1,-1)$ for 2H, $(0,-1,0)$ for 4H and $(\frac13,-\frac13,-1)$ for 6H.

*Proof.* In 3C all products are $+1$. In 2H a product is $-1$ at odd distance and $+1$ at even distance.

In 4H the nearest-neighbour products are $+,-,+,-$, so $c_1=0$. Spins two apart are opposite, so $c_2=-1$. For a stack of period $p$, moving $n$ steps forward is equivalent to moving $p-n$ steps back, so $c_{p-n}=c_n$. With $p=4$ this gives $c_3=c_1=0$.

In 6H the products over one period are

- $n=1$: $+,+,-,+,+,-$, so $c_1=(4-2)/6=\frac13$;
- $n=2$: $+,-,-,+,-,-$, so $c_2=(2-4)/6=-\frac13$;
- $n=3$: all $-$, so $c_3=-1$. ∎

## Proof of the theorem

Since every $c_n$ of 3C equals 1, subtracting its energy removes $E_0$ and leaves

$$D_X=\sum_{n=1}^3J_n\,[1-c_n(X)]. \tag{4}$$

Inserting Lemma 1,

$$D_{2H}=2J_1+2J_3, \tag{5}$$

$$D_{4H}=J_1+2J_2+J_3, \tag{6}$$

$$D_{6H}=\tfrac23J_1+\tfrac43J_2+2J_3. \tag{7}$$

The determinant of this system is

$$2\left(2\cdot2-1\cdot\tfrac43\right)+2\left(1\cdot\tfrac43-2\cdot\tfrac23\right)=\tfrac{16}{3},$$

which is not zero, so the solution is unique. In both (6) and (7) the coefficients of $J_1$ and $J_2$ stand in the ratio $1:2$. Multiplying (6) by $\frac23$ and subtracting it from (7) therefore removes both:

$$D_{6H}-\tfrac23D_{4H}=\left(2-\tfrac23\right)J_3=\tfrac43J_3.$$

Multiplication by $\frac34$ gives (2). Equation (5) gives $J_1+J_3=\frac12D_{2H}$. Putting this into (6),

$$2J_2=D_{4H}-\tfrac12D_{2H},$$

which is the first part of (3). Finally $J_1=\frac12D_{2H}-J_3$, with $J_3$ from (2), gives the second part. ∎

**Remark (physical meaning).** Equation (2) can be written

$$4J_3=3D_{6H}-2D_{4H}. \tag{8}$$

6H has one wall per three bilayers and 4H one per two, so the right side is the cost per wall in 6H minus the cost per wall in 4H. An isolated wall is crossed by $n$ pairs of range $n$. Each changes from equal to opposite spins and costs $2J_n$, for a total of $2J_1+4J_2+6J_3$. This is $3D_{6H}$. In 4H one range-3 pair per band spans the whole band and crosses two walls. Its spins are equal again, so it costs nothing, whereas two independent walls would have charged $2J_3$ each. The cost per wall is then lower by $4J_3$. Thus $J_3$ measures an interaction between walls two bilayers apart: negative $J_3$ makes such close walls dearer than isolated ones.

If $J_3=0$, then (8) requires $3D_{6H}=2D_{4H}$. A departure from this ratio is the signal from which $J_3$ is obtained.

**Remark (input errors).** If $D_{4H}$ and $D_{6H}$ are each uncertain by $\delta$ independently, the worst error of $J_3$ is $(\frac34+\frac12)\delta=\frac54\delta$. If instead the 3C energy alone is too high by $\delta$, both differences fall by $\delta$ and $J_3$ changes by only $-\frac34\delta+\frac12\delta=-\frac14\delta$.

## Proposition 2: what the inversion returns in a larger model

Extend (1) by pair couplings $J_4,J_5,J_6$ and by a four-spin term $-Kq$, where $q=\langle\sigma_i\sigma_{i+1}\sigma_{i+2}\sigma_{i+3}\rangle$.

**Proposition 2.** Applied to the extended model, the right sides of (2) and (3) return

$$J_3^{\rm inv}=J_3+J_4-J_6+K,\qquad J_2^{\rm inv}=J_2+J_6,$$

$$J_1^{\rm inv}=J_1-J_4+J_5+J_6-K. \tag{9}$$

*Proof.* Periodicity gives $(c_4,c_5,c_6)=(1,-1,1)$ for 2H, $(1,0,-1)$ for 4H and $(-\frac13,\frac13,1)$ for 6H. Each four-spin window in 2H and 4H holds two plus and two minus spins, so $q=1$. In 6H the six windows have products $-,+,-,-,+,-$, so $q=-\frac13$.

The added contributions to $(D_{2H},D_{4H},D_{6H})$ are therefore

- from $J_4$: $(0,0,\frac43)J_4$;
- from $J_5$: $(2,1,\frac23)J_5$;
- from $J_6$: $(0,2,0)J_6$;
- from $K$: $(0,0,\frac43)K$.

Insertion into (2) gives $J_4$, $\left(\frac12-\frac12\right)J_5=0$, $-J_6$ and $K$. Insertion into (3) gives the other two lines in the same way. ∎

The three energies thus cannot separate $J_3$, $J_4$ and $K$. One might hope that 15R, with spin period $+++--$, would do so. Its correlations are $c_1=c_4=\frac15$, $c_2=c_3=-\frac35$ and $q=\frac15$. With couplings up to $J_4$ and $K$,

$$5D_{15R}=4J_1+8J_2+8J_3+4J_4+4K=2D_{4H}+3D_{6H}. \tag{10}$$

The last equality follows by adding $2D_{4H}=2J_1+4J_2+2J_3$ and $3D_{6H}=2J_1+4J_2+6J_3+4J_4+4K$. Agreement of a computed 15R energy with (10) therefore says nothing about the size of $J_4$ or $K$. A fifth-neighbour coupling does break (10): it adds $0$ on the left and $2J_5+2J_5$ on the right.

## Proposition 3: basal faults in 4H

Slip between two adjacent bilayers shifts the upper crystal rigidly. In the one direction that does not place like positions on top of each other, it reverses one step and leaves all other steps as they were. Slip on two adjacent planes can reverse two neighbouring steps.

**Proposition 3.** In model (1), reversing one spin in 4H costs, per lateral cell,

$$\Gamma_1=-4J_2=D_{2H}-2D_{4H}, \tag{11}$$

and reversing both spins of one band costs

$$\Gamma_2=-4J_1-8J_2=3D_{6H}-6D_{4H}. \tag{12}$$

*Proof.* Number the host spins so that $\sigma_1,\sigma_2=+$ and $\sigma_3,\sigma_4=-$, repeated with period four. Reversing $\sigma_3$ changes the energy by

$$2\sigma_3\sum_nJ_n(\sigma_{3+n}+\sigma_{3-n}).$$

The sums in brackets are $0$, $2$, $0$ for $n=1,2,3$. With $\sigma_3=-1$ the cost is $-4J_2$. From (5) and (6), $D_{2H}-2D_{4H}=-4J_2$.

Now reverse $\sigma_3$ and $\sigma_4$ together. Their mutual product is unchanged.

- Range 1: two outer pairs go from opposite to equal, giving $-4J_1$.
- Range 2: four pairs go from opposite to equal, giving $-8J_2$.
- Range 3: two pairs become equal and two become opposite, giving $0$.

From (6) and (7), $3D_{6H}-6D_{4H}=(2-6)J_1+(4-12)J_2+(6-6)J_3$, which is the same. ∎

The single fault changes the local bands from $2,2$ to $3,1$; the double fault merges three bands into a single band of six equal steps.

The four-spin term affects the two faults differently. A single reversed spin lies in four windows, each of which changes from $+1$ to $-1$, so the true cost gains $8K$. The combination $D_{2H}-2D_{4H}$ contains no $K$ and misses this. For the double fault, two windows contain just one reversed spin, so the true cost gains $4K$. The combination $3D_{6H}-6D_{4H}$ gains $3\cdot\frac43K=4K$, so the relation $\Gamma_2=3D_{6H}-6D_{4H}$ remains correct when $K$ is added to model (1). In terms of the true couplings the cost is then $-4J_1-8J_2+4K$. A fourth-neighbour coupling, which the three energies cannot tell apart from $K$, breaks both relations: it adds $4J_4$ to the true single-fault cost and nothing to $D_{2H}-2D_{4H}$, and it adds $8J_4$ to the true double-fault cost but only $4J_4$ to $3D_{6H}-6D_{4H}$.

## A second case: costs between like layers

The size of $K$ can be examined in a model built directly on the letters. Let two bilayers $m$ apart cost $V_m$ if they share a lateral position, for $m=2,3,4$. They do so when the $m$ steps between them sum to a multiple of three.

For $m=2$ the steps must be opposite, which is expressed by $(1-\sigma_1\sigma_2)/2$. For $m=3$ they must be equal, expressed by $(1+\sigma_1\sigma_2+\sigma_2\sigma_3+\sigma_1\sigma_3)/4$. For $m=4$ there must be two of each sign. With $P$ the sum of the six pair products and $Q$ the product of all four spins, the indicator is

$$\tfrac18(3-P+3Q). \tag{13}$$

Two of each sign give $P=-2$, $Q=1$ and the value 1. Four equal spins give $P=6$, $Q=1$ and 0. Three against one give $P=0$, $Q=-1$ and 0.

The six pairs comprise three of range 1, two of range 2 and one of range 3. Comparing with the energy $-\sum J_nc_n-Kq$,

$$J_1=\tfrac12V_2-\tfrac12V_3+\tfrac38V_4,\qquad J_2=-\tfrac14V_3+\tfrac14V_4,$$

$$J_3=\tfrac18V_4,\qquad K=-\tfrac38V_4. \tag{14}$$

By (9), the inversion returns $J_3^{\rm inv}=J_3+K=-\frac14V_4$. In this model it has the opposite sign to the true $J_3$ and twice its size. The inverted number still describes the energies of the three polytypes, but it is not the third-neighbour pair coupling.

## Worked example

The inputs are round model parameters in the rough regime of silicon carbide, whose 4H polytype serves in power devices:

$$D_{2H}=5.0,\quad D_{4H}=-1.2,\quad D_{6H}=-1.1\ \text{meV per bilayer}.$$

Equations (2) and (3) give

$$J_3=\tfrac34(-1.1)-\tfrac12(-1.2)=-0.825+0.600=-0.225\ \text{meV},$$

$$J_2=-0.60-1.25=-1.85\ \text{meV},\qquad J_1=2.5+0.225=2.725\ \text{meV}.$$

Here $J_3$ is a small difference of larger terms. Independent input errors of 0.1 meV can shift it by 0.125 meV, more than half its magnitude.

**Ground state.** In model (1) a stack is a walk between eight three-spin words, each step adding one spin and a fixed energy. A closed walk splits into simple cycles, none longer than eight steps, and its mean energy is a weighted average of theirs. A search through periods one to eight therefore finds the lowest energy of any periodic stack. For these couplings it is $-1.2$ meV per bilayer, attained by 4H alone. Relation (10) places 15R at $(-2.4-3.3)/5=-1.14$ meV, between 4H and 6H.

**Faults.** Equations (11) and (12) give

$$\Gamma_1=5.0+2.4=7.4\ \text{meV per cell},\qquad \Gamma_2=-3.3+7.2=3.9\ \text{meV per cell}.$$

With lateral lattice constant $a=0.308$ nm, the cell area is $\frac{\sqrt3}{2}a^2=0.0822$ nm², and the costs are 14.4 and 7.6 mJ/m². For these inputs the double fault is cheaper than the single one.

**Four-spin coupling.** Fitting the layer model to the same three differences gives $V_2=12.4$, $V_3=8.3$ and $V_4=0.9$ meV. Then $J_3=+0.11$ meV and $K=-0.34$ meV. The single fault falls by 2.7 meV to 4.7 meV per cell, while the double fault stays at 3.9 meV. Two models with identical 2H, 4H and 6H energies thus differ by more than a third in the single-fault cost, relative to the value from (11).

## Effects outside the model

**Vibrations.** A bilayer cell with two atoms has six modes. In the classical limit their free energy is $kT\sum\ln(\hbar\omega/kT)$, so a mean relative frequency shift $x$ changes it by $6kTx$. At a growth temperature of 2500 K, $kT=215$ meV, and the shift that cancels $D_{4H}$ is

$$x=\frac{1.2}{6\times215}\approx0.09\ \text{percent}.$$

For a mode of 120 meV the quantum free-energy change for a given small relative shift exceeds the classical one by 2.6 percent, so the limit is adequate here. Unless the mean frequencies of two polytypes are known to agree much more closely than this, static energies of this size do not decide which one is stable during growth.

**Electrons in n-type material.** A cubic band in 4H can bind electrons, because the conduction-band edge of 3C lies below that of 4H. Let the fault level lie at depth $U$ below the Fermi level, itself placed at the conduction-band edge, and let it take up a sheet density $n$. With donor density $N$, the electrons come from depleted layers of width $w=n/(2N)$ on each side. The resulting barrier is $e^2Nw^2/(2\varepsilon)=e^2n^2/(8\varepsilon N)$. With two-dimensional density of states $g$, the last electron gains $U-e^2n^2/(8\varepsilon N)-n/g$. Integrating over $n$,

$$G=Un-\frac{e^2n^3}{24\varepsilon N}-\frac{n^2}{2g}, \tag{15}$$

and $G$ is largest where the last electron gains nothing.

Rough values are relative permittivity 9.7, mass 0.4 $m_e$, three valleys, and depths of 0.2 eV for the single and 0.6 eV for the double fault. At $N=10^{16}$ cm⁻³ the gains are 0.4 and 2.0 meV/nm², small against fault costs of 90 and 47 meV/nm². At $10^{19}$ cm⁻³ they are 12 and 62 meV/nm². The single fault still costs energy, but for the double fault the gain exceeds the cost. This is an estimate of size: it assumes zero temperature and full depletion, and the depths are uncertain. At $10^{19}$ cm⁻³ the gain exceeds the double-fault cost only if the level is deeper than about 0.5 eV. Independent errors of 0.1 meV in $D_{4H}$ and $D_{6H}$ can shift $\Gamma_2$ by 0.9 meV, which moves this threshold between about 0.43 and 0.58 eV. The depleted layers are then about 8 nm wide, less than two mean donor spacings, so a uniform donor charge is itself a rough picture. These inputs therefore do not settle the sign of the net cost.

**Comparison with silicon carbide.** The lattice constant and the scale of a few meV per bilayer are typical. The single-fault energy reported for 4H is roughly 15 mJ/m², close to the example, but the rough inputs and the freedom in $K$ prevent this from confirming the couplings. Double faults are known to expand in heavily nitrogen-doped 4H at high temperature, in the direction that (15) suggests. A fault energy independent of doping cannot be taken for granted there: at $10^{19}$ cm⁻³ the zero-temperature estimate moves the net double-fault cost from $+47$ to about $-14$ meV/nm². At the temperatures of the expansion the Fermi level lies a few tenths of an eV below the band edge, which reduces the gain. The estimate therefore shows that the electronic term is comparable to the fault cost, but not which of the two is larger. A bipolar device under forward bias also contains injected carriers, which this equilibrium estimate leaves out.

The full set of values is in the numerical output below.

## Numbers as computed

```
Correlations c1, c2, c3 (no unit):
  3C: 1.0000, 1.0000, 1.0000
  2H: -1.0000, 1.0000, -1.0000
  4H: 0.0000, -1.0000, 0.0000
  6H: 0.3333, -0.3333, -1.0000
  15R: 0.2000, -0.6000, -0.6000
Determinant of the linear system: 16/3
15R relation, violation per unit J5: -4.000
Input D_2H: 5.00 meV per bilayer
Input D_4H: -1.20 meV per bilayer
Input D_6H: -1.10 meV per bilayer
J1: 2.7250 meV
J2: -1.8500 meV
J3: -0.2250 meV
Predicted D_15R: -1.140 meV per bilayer
Stacks searched, periods 1 to 8: 510
Lowest energy relative to 3C (4H only): -1.200 meV per bilayer
Worst J3 error for 0.1 meV input errors: 0.125 meV
Lateral lattice constant: 0.308 nm; cell area: 0.08215 nm^2
Single fault in 4H: 7.400 meV per cell = 14.43 mJ/m^2
Double fault in 4H: 3.900 meV per cell = 7.61 mJ/m^2
Layer-pair model V2, V3, V4: 12.400, 8.300, 0.900 meV
Layer-pair model true J3: 0.1125 meV; K: -0.3375 meV
Layer-pair model single fault: 4.700 meV per cell
Layer-pair model double fault: 3.900 meV per cell
Growth temperature: 2500 K; kT: 215.4 meV
Top mode energy: 120 meV; slope/kT: 1.0257
Mean frequency shift cancelling D_4H: 0.093 percent
Relative permittivity: 9.7; mass: 0.4 m_e; valleys: 3
Two-dimensional density of states: 5.013 per eV per nm^2
single fault: level depth 0.2 eV, cost 90.1 meV/nm^2
  donors 1e+16 cm^-3: sheet density 2.92e+11 cm^-2, gain 0.39 meV/nm^2
  donors 1e+19 cm^-3: sheet density 8.84e+12 cm^-2, gain 11.53 meV/nm^2
double fault: level depth 0.6 eV, cost 47.5 meV/nm^2
  donors 1e+16 cm^-3: sheet density 5.07e+11 cm^-2, gain 2.03 meV/nm^2
  donors 1e+19 cm^-3: sheet density 1.56e+13 cm^-2, gain 61.66 meV/nm^2
```
